# Fitting a Point-Charge Shell to the Ewald Potential of a Crystal: test program

```python
"""
Result under test: the Ewald potential of an ionic crystal, less the potential
of explicitly kept ions, can be reproduced inside a ball by a finite shell of
point charges. The least-squares problem is exponentially ill-conditioned, and
Tikhonov regularisation bounds both the misfit and the charges.

Symbols (atomic units inside the program):
  W        residual potential = Ewald potential - explicit point ions
  a_fit    radius of the ball in which W is fitted (sampled on its surface)
  R_shell  radius of the sphere that carries the fitted charges q_j
  w        solid-angle weights, summing to 4 pi on each sphere
  A        sqrt(w_i) sqrt(w_j) / |r_i - s_j|,  unknowns c_j = q_j / sqrt(w_j)
  lam      Tikhonov parameter: minimise |A c - b|^2 + lam^2 |c|^2
Potentials are printed as the energy in eV of a unit positive charge.
"""
from itertools import product
from math import isqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.distance import cdist
from scipy.special import erfc, eval_legendre

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom
rng = np.random.default_rng(7)

# ---------------------------------------------------------------- model input
edge = 5.4 / BOHR
cut_explicit = 7.3 / BOHR
a_fit = 3.5 / BOHR
R_shell = 6.3 / BOHR
R_far = 11.0 / BOHR
r_halo = 4.5 / BOHR
noise_eV = 1e-3
L_shell, L_rows = 13, 19

# Fluorite lattice with an oxygen ion at the origin
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
cerium = (fcc + 0.25) * edge
oxygen = np.array(list(product([0, .5], repeat=3))) * edge
basis = np.vstack([cerium, oxygen])
basis_charge = np.array([4.0] * 4 + [-2.0] * 8)


def cell_shifts(n):
    return np.array(list(product(range(-n, n + 1), repeat=3))) * edge


def coulomb(points, sites, charges):
    return (1.0 / cdist(points, sites)) @ charges


def ewald(points, eta_edge=2.4):
    """Periodic potential with zero cell average and no macroscopic field."""
    eta = eta_edge / edge
    near = cell_shifts(2)
    value = np.zeros(len(points))
    for site, charge in zip(basis, basis_charge):
        d = points - site
        d = d - edge * np.round(d / edge)
        dist = cdist(d, near)
        value += charge * (erfc(eta * dist) / dist).sum(axis=1)
    n = np.array([k for k in product(range(-6, 7), repeat=3) if any(k)])
    G = 2 * np.pi * n / edge
    G2 = (G**2).sum(axis=1)
    structure = np.exp(-1j * G @ basis.T) @ basis_charge
    coeff = 4 * np.pi / edge**3 * np.exp(-G2 / (4 * eta**2)) / G2 * structure
    return value + (np.exp(1j * points @ G.T) @ coeff).real


shifts = cell_shifts(8)
ions = (basis[:, None, :] + shifts[None, :, :]).reshape(-1, 3)
ion_charge = np.repeat(basis_charge, len(shifts))
ion_dist = np.linalg.norm(ions, axis=1)
kept = ion_dist < cut_explicit
site_kept, charge_kept = ions[kept], ion_charge[kept]
D_omitted = ion_dist[~kept].min()


def residual(points):
    return ewald(points) - coulomb(points, site_kept, charge_kept)


def gauss_sphere(L):
    """Directions and weights, exact for spherical harmonics to degree 2L+1."""
    x, wx = np.polynomial.legendre.leggauss(L + 1)
    nphi = 2 * L + 2
    phi = 2 * np.pi * np.arange(nphi) / nphi
    X, P = np.meshgrid(x, phi, indexing="ij")
    S = np.sqrt(1 - X**2)
    dirs = np.stack([S * np.cos(P), S * np.sin(P), X], axis=-1).reshape(-1, 3)
    return dirs, np.repeat(wx * 2 * np.pi / nphi, nphi)


def spiral_sphere(n):
    k = np.arange(n)
    z = 1 - (2 * k + 1) / n
    phi = k * np.pi * (3 - np.sqrt(5))
    s = np.sqrt(1 - z**2)
    return np.stack([s * np.cos(phi), s * np.sin(phi), z], axis=-1)


# ------------------------------- Ewald sum against a direct sum of neutral units
probe = np.array([[0.9, 0.4, -0.6], [1.5, -1.1, 0.3], [-0.5, 2.0, 1.2]])
unit_sites = np.vstack([np.zeros((1, 3)),
                        np.array(list(product([-.25, .25], repeat=3))) * edge])
unit_charge = np.array([4.0] + [-0.5] * 8)
centres = (cerium[:, None, :] + cell_shifts(13)[None, :, :]).reshape(-1, 3)
centres = centres[np.linalg.norm(centres, axis=1) < 12 * edge]
direct = np.zeros(len(probe))
for site, charge in zip(unit_sites, unit_charge):
    direct += charge * (1.0 / cdist(probe, centres + site)).sum(axis=1)
second_moment = unit_charge @ (unit_sites**2).sum(axis=1)
unit_constant = -2 * np.pi / 3 * second_moment / (edge**3 / 4)
assert np.allclose(direct, ewald(probe) + unit_constant, rtol=0, atol=3e-5)
assert np.allclose(ewald(probe), ewald(probe, 2.8), rtol=0, atol=1e-10)

# ------------------------------------------------- sampled surface and its data
row_dir, row_w = gauss_sphere(L_rows)
W_rows = residual(a_fit * row_dir)
W_mean = row_w @ W_rows / (4 * np.pi)
near_origin = np.array([[0.03, 0.02, -0.03]])
# Mean-value property of a harmonic function
assert abs(residual(near_origin)[0] - W_mean) < 1e-6

# Multipoles of W are those of the omitted ions (high degree: convergent sum)
axis = np.array([0.36, 0.48, 0.80])
outer = (~kept) & (ion_dist < 40 / BOHR)
for l in (8, 12):
    from_surface = row_w @ (W_rows * eval_legendre(l, row_dir @ axis))
    cosine = ions[outer] @ axis / ion_dist[outer]
    lattice = ion_charge[outer] @ (eval_legendre(l, cosine)
                                   / ion_dist[outer]**(l + 1))
    from_ions = 4 * np.pi / (2 * l + 1) * a_fit**l * lattice
    assert np.isclose(from_surface, from_ions, rtol=1e-3, atol=0)


def singular_formula(l, radius):
    return 4 * np.pi / (2 * l + 1) * a_fit**l / radius**(l + 1)


# Strength of each degree of the layer required at two shell radii
row_cos = row_dir @ row_dir.T
surface_norm = []
for l in range(15):
    part = (2 * l + 1) / (4 * np.pi) * eval_legendre(l, row_cos) @ (row_w * W_rows)
    surface_norm.append(np.sqrt(row_w @ part**2))
surface_norm = np.array(surface_norm)
layer_in = surface_norm / [singular_formula(l, R_shell) for l in range(15)]
layer_far = surface_norm / [singular_formula(l, R_far) for l in range(15)]
assert R_shell < D_omitted < R_far
assert layer_in[14] < np.linalg.norm(layer_in[1:9])
assert layer_far[14] > np.linalg.norm(layer_far[1:9])

# ------------------------------------ closed formula for the equivalent layer
check_dir = spiral_sphere(400)
surface_pts = a_fit * check_dir
halo_pts = r_halo * check_dir
inner_pts = 0.8 * a_fit * spiral_sphere(200) * rng.uniform(0.2, 1, (200, 1))
W_surface, W_halo, W_inner = map(residual, (surface_pts, halo_pts, inner_pts))
fine_dir, fine_w = gauss_sphere(36)
h = 2e-3
W_plus = residual((R_shell + h) * fine_dir)
W_minus = residual((R_shell - h) * fine_dir)
bracket = (W_plus + W_minus) / 2 + 2 * R_shell * (W_plus - W_minus) / (2 * h)
fine_q = fine_w * R_shell / (4 * np.pi) * bracket
layer_error = np.abs(coulomb(surface_pts, R_shell * fine_dir, fine_q)
                     - W_surface).max()
assert layer_error < 2e-5

# ----------------------------------------------------- matrix and conditioning


def weighted_matrix(dirs, weights):
    kernel = 1.0 / cdist(a_fit * row_dir, R_shell * dirs)
    return np.sqrt(row_w)[:, None] * kernel * np.sqrt(weights)[None, :]


shell_dir, shell_w = gauss_sphere(L_shell)
shell_pts = R_shell * shell_dir
A = weighted_matrix(shell_dir, shell_w)
U, sing, Vt = np.linalg.svd(A, full_matrices=False)
for l in range(10):
    group = sing[l * l:(l + 1)**2]
    assert np.allclose(group, singular_formula(l, R_shell), rtol=1e-3, atol=0)

t = a_fit / R_shell
condition_table = []
for n in (100, 200, 400):
    s = np.linalg.svd(weighted_matrix(spiral_sphere(n), np.full(n, 4 * np.pi / n)),
                      compute_uv=False)
    for K in range(1, isqrt(n - 1) + 1):
        assert s[K * K] <= 4 * np.pi / R_shell * t**K / (1 - t) * (1 + 1e-9)
    lower = (1 - t) * t**(-isqrt(n - 1))
    assert s[0] / s[-1] >= lower
    condition_table.append((n, s[0] / s[-1], lower))

# ------------------------------------------------ reference layer and Tikhonov
cross_cos = shell_dir @ row_dir.T
density = np.zeros(len(shell_w))
for l in range(L_shell + 1):
    projected = eval_legendre(l, cross_cos) @ (row_w * W_rows)
    density += (2 * l + 1) / (4 * np.pi) * projected / singular_formula(l, R_shell)
c_ref = np.sqrt(shell_w) * density
noise = rng.normal(0, noise_eV / HARTREE, len(row_w))
b = np.sqrt(row_w) * (W_rows + noise)
eps = np.linalg.norm(b - A @ c_ref)
eps_clean = np.linalg.norm(np.sqrt(row_w) * W_rows - A @ c_ref)
lam_star = eps / np.linalg.norm(c_ref)


def tikhonov(lam):
    return Vt.T @ (sing / (sing**2 + lam**2) * (U.T @ b))


c_star = tikhonov(lam_star)
stacked = np.vstack([A, lam_star * np.eye(A.shape[1])])
c_stacked = np.linalg.lstsq(stacked, np.concatenate([b, np.zeros(A.shape[1])]),
                            rcond=None)[0]
assert np.linalg.norm(c_star - c_stacked) < 1e-7 * np.linalg.norm(c_star)

scan = []
for factor in (0, 1e-3, 1e-1, 1, 10, 1000):
    lam = factor * lam_star
    c = tikhonov(lam)
    q = np.sqrt(shell_w) * c
    if lam > 0:   # both error bounds, for every parameter of the scan
        shift = np.linalg.norm(A @ (c - c_ref))
        assert shift <= eps + lam * np.linalg.norm(c_ref) / 2
        assert np.linalg.norm(c) <= np.linalg.norm(c_ref) + eps / (2 * lam)
    err_surface = np.abs(coulomb(surface_pts, shell_pts, q) - W_surface).max()
    err_halo = np.abs(coulomb(halo_pts, shell_pts, q) - W_halo).max()
    scan.append((factor, err_surface, err_halo, np.abs(q).max()))
plain, chosen, strong = scan[0], scan[3], scan[-1]
assert plain[3] > 10 * chosen[3] and plain[2] > chosen[2]
assert strong[1] > chosen[1]

q_star = np.sqrt(shell_w) * c_star
err_inner = np.abs(coulomb(inner_pts, shell_pts, q_star) - W_inner).max()
# Maximum principle; 5 percent allows for the finite sampling of the surface
assert err_inner <= 1.05 * chosen[1]

# --------------------------------------------- total charge and neutral variant
Q_kept, Q_shell = charge_kept.sum(), q_star.sum()
assert abs(Q_shell - R_shell * W_mean) < 1e-2
dQ = -Q_kept - Q_shell
extra = coulomb(surface_pts, shell_pts, shell_w * dQ / (4 * np.pi))
assert np.allclose(extra, dQ / R_shell, rtol=1e-5, atol=0)

# ---------------------------------------------------------------- site potentials
site_report = []
for name, site in (("O", np.zeros(3)), ("Ce", cerium[0])):
    point = (site + np.array([6e-4, 0, 8e-4]))[None, :]
    others = np.linalg.norm(site_kept - site, axis=1) > 1e-6
    own = charge_kept[~others][0]
    exact = ewald(point)[0] - own / np.linalg.norm(point[0] - site)
    model = (coulomb(point, site_kept[others], charge_kept[others])
             + coulomb(point, shell_pts, q_star))[0]
    assert abs(exact - model) <= 1.05 * chosen[1] + 1e-7
    site_report.append((name, exact * HARTREE, model * HARTREE))

# ------------------------------------------------------------------------ output
print(f"cubic edge {edge*BOHR:.2f} angstrom; charges Ce +4, O -2 e")
print(f"explicit cutoff {cut_explicit*BOHR:.2f} angstrom")
print(f"explicit ions: {np.sum(charge_kept > 0)} Ce, {np.sum(charge_kept < 0)} O")
print(f"total explicit charge {Q_kept:.1f} e")
print(f"nearest omitted ion {D_omitted*BOHR:.3f} angstrom")
print(f"fit-ball radius {a_fit*BOHR:.2f} angstrom, {len(row_w)} sample points")
print(f"shell radius {R_shell*BOHR:.2f} angstrom, {len(shell_w)} charges")
print(f"radius ratio a/R {t:.4f}")
print(f"constant added by sum over neutral units {unit_constant*HARTREE:.3f} eV")
print(f"largest Ewald minus direct-sum difference "
      f"{np.abs(direct-ewald(probe)-unit_constant).max()*HARTREE:.1e} eV")
print(f"mean residual potential W(0) {W_mean*HARTREE:.4f} eV")
print(f"closed-formula layer, {len(fine_w)} nodes: max error "
      f"{layer_error*HARTREE:.1e} eV")
print("singular values relative to largest: degree, computed mean, formula")
for l in (0, 3, 6, 9):
    print(f"  {l}  {sing[l*l:(l+1)**2].mean()/sing[0]:.4e}"
          f"  {singular_formula(l, R_shell)/singular_formula(0, R_shell):.4e}")
print(f"condition number of the {len(shell_w)}-charge shell {sing[0]/sing[-1]:.2e}")
print("spiral shells: N, condition number, rigorous lower bound")
for n, kappa, lower in condition_table:
    print(f"  {n}  {kappa:.2e}  {lower:.2e}")
print(f"layer strength (e/sqrt(sr)): degree, R={R_shell*BOHR:.1f}, "
      f"R={R_far*BOHR:.1f} angstrom")
for l in (3, 4, 8, 12, 14):
    print(f"  {l}  {layer_in[l]:.3f}  {layer_far[l]:.2f}")
to_rms = HARTREE * 1000 / np.sqrt(4 * np.pi)
print(f"noise put on the data {noise_eV*1000:.1f} meV rms")
print(f"reference-layer misfit without noise {eps_clean*to_rms:.3f} meV rms")
print(f"reference-layer misfit with noise {eps*to_rms:.3f} meV rms")
print(f"norm of reference layer {np.linalg.norm(c_ref):.3f} e/sqrt(sr)")
print(f"norm of regularised layer {np.linalg.norm(c_star):.3f} e/sqrt(sr)")
print(f"chosen lambda / largest singular value {lam_star/sing[0]:.3e}")
print(f"scan: lambda/chosen, max error at {a_fit*BOHR:.1f} A (meV), "
      f"at {r_halo*BOHR:.1f} A (meV), max |q| (e)")
for factor, e1, e2, qmax in scan:
    print(f"  {factor:g}  {e1*HARTREE*1000:.3f}  {e2*HARTREE*1000:.3f}  {qmax:.4f}")
print(f"max error at interior test points {err_inner*HARTREE*1000:.3f} meV")
print(f"total shell charge: fit {Q_shell:.4f} e, R*W(0) {R_shell*W_mean:.4f} e")
print(f"extra charge for neutrality {dQ:.4f} e")
print(f"uniform shift from neutrality {dQ/R_shell*HARTREE:.4f} eV")
for name, exact, model in site_report:
    print(f"site potential at {name}: Ewald {exact:.4f} eV, fit {model:.4f} eV")
print("success")
```

It prints:

```
cubic edge 5.40 angstrom; charges Ce +4, O -2 e
explicit cutoff 7.30 angstrom
explicit ions: 44 Ce, 81 O
total explicit charge 14.0 e
nearest omitted ion 7.637 angstrom
fit-ball radius 3.50 angstrom, 800 sample points
shell radius 6.30 angstrom, 392 charges
radius ratio a/R 0.5556
constant added by sum over neutral units 16.755 eV
largest Ewald minus direct-sum difference 1.7e-05 eV
mean residual potential W(0) -25.2621 eV
closed-formula layer, 2738 nodes: max error 1.5e-05 eV
singular values relative to largest: degree, computed mean, formula
  0  1.0000e+00  1.0000e+00
  3  2.4495e-02  2.4495e-02
  6  2.2616e-03  2.2616e-03
  9  2.6533e-04  2.6533e-04
condition number of the 392-charge shell 1.32e+15
spiral shells: N, condition number, rigorous lower bound
  100  7.70e+03  8.82e+01
  200  1.67e+05  1.67e+03
  400  1.52e+07  3.15e+04
layer strength (e/sqrt(sr)): degree, R=6.3, R=11.0 angstrom
  3  2.793  25.96
  4  1.594  25.86
  8  4.392  662.39
  12  2.555  3581.40
  14  1.024  4377.63
noise put on the data 1.0 meV rms
reference-layer misfit without noise 0.101 meV rms
reference-layer misfit with noise 0.964 meV rms
norm of reference layer 8.273 e/sqrt(sr)
norm of regularised layer 8.138 e/sqrt(sr)
chosen lambda / largest singular value 1.438e-05
scan: lambda/chosen, max error at 3.5 A (meV), at 4.5 A (meV), max |q| (e)
  0  1.914  4836.613  104145364.4279
  0.001  1.908  181.747  18.6862
  0.1  1.555  49.257  0.5144
  1  1.738  28.775  0.2309
  10  4.981  59.616  0.2403
  1000  292.275  1074.159  0.0737
max error at interior test points 0.288 meV
total shell charge: fit -11.0525 e, R*W(0) -11.0524 e
extra charge for neutrality -2.9475 e
uniform shift from neutrality -6.7370 eV
site potential at O: Ewald 21.7100 eV, fit 21.7099 eV
site potential at Ce: Ewald -40.3502 eV, fit -40.3503 eV
success
```
